# Image-Potential States at a Hard Wall: Rydberg Energies and Mean Distances

## Result and model

An electron outside a perfectly conducting flat surface, kept out of the conductor by a hard wall at the image plane, has the bound levels

$$E_n=-\frac{1}{32n^2}\ \text{hartree}\approx-\frac{0.85\ \text{eV}}{n^2},\qquad \langle z\rangle_n=6n^2\ \text{bohr},\qquad n=1,2,3,\ldots$$

Here $z$ is the height above the surface and $\langle z\rangle_n$ is its mean in level $n$. For $n=1$ the mean height is 6 bohr, or 3.175 Å. The fractions $1/32$ and $6$ are exact for this model; 0.85 is rounded.

The model has four parts:

- The vacuum fills $z>0$, and the conductor responds instantly to the electron's position, so that the electrostatic image energy can serve as a potential in the Schrödinger equation.
- The wall and the image plane coincide at $z=0$.
- The electron has the free-electron mass, and the zero of energy is an electron at rest far from the surface.
- Only motion along $z$ is counted. The potential does not depend on the parallel coordinates, so a plane wave of parallel wave number $k_\parallel$ multiplies the wave function and adds $k_\parallel^2/2$ to the energy.

Atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. Lengths are in bohr and energies in hartree.

## The image potential and its factor of four

The electron has charge $-1$ and sits at height $z$. The conductor is held at zero potential. Put a fictitious charge $+1$ at $-z$ and remove the conductor. Every point of the plane is equally far from the two charges, so their potentials cancel there. In the vacuum, this pair therefore gives a potential with the correct source, the correct value on the plane and the correct decay at infinity. No other potential does so: the difference of two candidates would have no source in the vacuum and would vanish on the whole boundary, and a source-free potential has its extremes on the boundary.

The induced surface charge thus acts on the electron as the image charge would. The separation is $2z$, and the force points toward the surface:

$$F(z)=-\frac{1}{(2z)^2}=-\frac{1}{4z^2}.$$

The potential energy satisfies $F=-dV/dz$ and vanishes at infinity. Hence

$$V(z)=\int_z^\infty F(z')\,dz'=-\frac14\int_z^\infty\frac{dz'}{z'^2}=-\frac{1}{4z}.$$

At $z=10$ bohr the force is $-0.0025$ hartree/bohr and the potential energy is $-0.025$ hartree.

Two real charges $\pm1$ at separation $2z$ would have the interaction energy $-1/(2z)$, twice as much. Their field fills both half-spaces, with equal energy in each by mirror symmetry. The field of the actual system fills the vacuum half only. An implementation must therefore use $-1/(4z)$, not the energy of the real pair.

Below, $V=-g/z$ with $g=1/4$. Keeping the letter $g$ shows where each factor comes from.

## The boundary condition

The equation for a stationary state is

$$-\frac12\psi''-\frac gz\psi=E\psi,\qquad z>0, \tag{1}$$

or, after multiplication by $-2$ and rearrangement,

$$\psi''=-\left(2E+\frac{2g}{z}\right)\psi. \tag{2}$$

Try $\psi\sim z^s$ near the wall. The most singular term of (2) is $s(s-1)z^{s-2}$, which must vanish, so $s=0$ or $s=1$. One solution tends to a nonzero constant and the other vanishes as $z$. For the first, normalized to 1 at the wall, (2) gives $\psi''\approx-2g/z$, so it contains a term $-2gz\ln z$ and its slope diverges logarithmically there. The constant one is square integrable near $z=0$, so normalization alone does not exclude it. The hard wall does, through

$$\psi(0)=0.$$

At each energy this leaves one solution, up to a constant factor. With this condition, (1) has the form of the radial equation for the hydrogen s states with nuclear charge $1/4$. The solution below does not rely on that correspondence.

## The energies

### Negative energies

Write $E=-\kappa^2/2$ with $\kappa>0$, and set $\psi=e^{-\kappa z}w$. Two differentiations give

$$\psi''=e^{-\kappa z}\left(w''-2\kappa w'+\kappa^2w\right).$$

The right side of (2) is $(\kappa^2-2g/z)e^{-\kappa z}w$. The terms in $\kappa^2$ cancel, leaving

$$w''-2\kappa w'+\frac{2g}{z}w=0. \tag{3}$$

Since $\psi$ starts as $z$, insert $w=\sum_{k\ge0}c_kz^{k+1}$ with $c_0=1$. The three pieces are

$$w''=\sum_{k\ge0}(k+2)(k+1)c_{k+1}z^k,\quad w'=\sum_{k\ge0}(k+1)c_kz^k,\quad \frac wz=\sum_{k\ge0}c_kz^k.$$

In the first, the term from $c_0$ vanished and the index was shifted by one. The coefficient of each power $z^k$ in (3) must vanish:

$$c_{k+1}=\frac{2[\kappa(k+1)-g]}{(k+1)(k+2)}\,c_k. \tag{4}$$

Suppose the bracket is never zero. Then no coefficient vanishes, and (4) reads

$$\frac{c_{k+1}}{c_k}=\frac{2\kappa}{k+2}\left[1-\frac{g}{\kappa(k+1)}\right].$$

Beyond some index $K$ the bracket here exceeds $3/4$. From there on the coefficients share one sign, and each ratio exceeds $(3\kappa/2)/(k+2)$. Multiplying the ratios gives $|c_k|\ge C(3\kappa/2)^k/(k+1)!$ for $k\ge K$, with some $C>0$. The right side is the coefficient pattern of $e^{3\kappa z/2}$, so at large $z$ the function $|w|$ exceeds a positive multiple of $e^{3\kappa z/2}$, up to a polynomial from the first terms. Then $|\psi|=e^{-\kappa z}|w|$ grows at least as fast as $e^{\kappa z/2}$ and cannot be normalized.

A bound state therefore needs a series that stops. If the last nonzero coefficient is $c_{n-1}$, the bracket in (4) vanishes at $k=n-1$:

$$\kappa n=g,\qquad E_n=-\frac{\kappa^2}{2}=-\frac{g^2}{2n^2}=-\frac{1}{32n^2}. \tag{5}$$

Conversely, each such $\kappa$ gives a polynomial times a decaying exponential, which is normalizable.

The growth at a forbidden energy can be made more precise. The ratio $q=\psi'/\psi$ obeys $q'+q^2=\kappa^2-2g/z$. For a growing solution, inserting $q=\kappa+b/z$ and comparing terms of order $1/z$ gives $2\kappa b=-2g$, so $q\approx\kappa-g/(\kappa z)$. Take $\kappa=0.2$, between the allowed values $0.25$ and $0.125$. At $z=200$ bohr the estimate is $0.2-0.25/(0.2\times200)=0.1938$ bohr$^{-1}$. Numerical integration of (2) outward from the wall gives 0.1936 bohr$^{-1}$. An outward shooting program sees this growth at a negative trial energy between levels, but only beyond the classical turning point $z=2g/\kappa^2$. Far enough out it also appears at an exact level, because small numerical errors seed the growing solution.

### No bound states at zero or positive energy

For $E\ge0$ and a nonzero real solution, define

$$Q=z\psi'^2+(2g+2Ez)\psi^2>0.$$

It is positive because $\psi$ and $\psi'$ cannot vanish at the same point. Its derivative is

$$Q'=\psi'^2+2z\psi'\psi''+2E\psi^2+2(2g+2Ez)\psi\psi'.$$

By (2), $z\psi''=-(2g+2Ez)\psi$, so the second and fourth terms cancel and $Q'=\psi'^2+2E\psi^2\ge0$. Beyond any chosen $z_1>0$, then, $Q\ge Q(z_1)$. Division by $z$ gives

$$\psi'^2+\left(2E+\frac{2g}{z}\right)\psi^2\ge\frac{Q(z_1)}{z}.$$

The integral of the right side diverges logarithmically.

Now suppose that $\psi$ were normalizable. Integration by parts and (2) give

$$\int_{z_1}^{Z}\psi'^2dz=\big[\psi\psi'\big]_{z_1}^{Z}+\int_{z_1}^{Z}\left(2E+\frac{2g}{z}\right)\psi^2dz.$$

There are arbitrarily large $Z$ with $\psi\psi'\le0$, since otherwise $\psi^2$ would eventually increase forever. Along these $Z$ the right side stays bounded. The integral of the left side of the inequality would then be finite, a contradiction. Equation (5) is therefore the complete list of bound levels.

### Conversion

One hartree is 27.2114 eV, so the coefficient is $27.2114/32=0.8504$ eV. In SI units the same coefficient is

$$\frac{m e^4}{2(16\pi\varepsilon_0\hbar)^2}.$$

The number $16\pi$ contains the usual $4\pi$ and the factor 4 of the image potential.

## The mean distance

Two integrations of (2) give $\langle z\rangle$ for all $n$ without using the polynomials. Take $\psi$ real and normalized, and let

$$J=\int_0^\infty z\psi'^2dz.$$

At infinity all boundary terms vanish because $\psi$ decays exponentially. At the wall they vanish because $\psi$ goes to zero as $z$ while $\psi'$ stays finite.

First multiply (2) by $z\psi$ and integrate. The left side is

$$\int_0^\infty z\psi\psi''dz=-\int_0^\infty(\psi+z\psi')\psi'dz=-\frac12\big[\psi^2\big]_0^\infty-J=-J.$$

The right side is $-2E\langle z\rangle-2g$, and therefore

$$J=2E\langle z\rangle+2g. \tag{6}$$

Next multiply (2) by $z^2\psi'$ and integrate. Since $\psi'\psi''=(\psi'^2)'/2$, the left side is

$$\int_0^\infty z^2\psi'\psi''dz=-\int_0^\infty z\psi'^2dz=-J.$$

On the right, $\psi\psi'=(\psi^2)'/2$ and another integration by parts give

$$-\int_0^\infty(2Ez^2+2gz)\psi\psi'dz=\frac12\int_0^\infty(4Ez+2g)\psi^2dz=2E\langle z\rangle+g.$$

Hence

$$-J=2E\langle z\rangle+g. \tag{7}$$

Adding (6) and (7) eliminates $J$:

$$0=4E\langle z\rangle+3g,\qquad \langle z\rangle_n=-\frac{3g}{4E_n}=\frac{3n^2}{2g}=6n^2. \tag{8}$$

Subtracting (7) from (6) gives $J=g/2=1/8$ bohr$^{-1}$ for every level. This can serve as a check on a numerical wave function for this model, since it involves the slope. It holds only for the potential $-g/z$ with the wall at $z=0$, and, being the same for all $n$, it does not tell the levels apart.

### Classical meaning

A classical electron of energy $E_n$ turns back where $-1/(4z)=-1/(32n^2)$, at $z_t=8n^2$ bohr. Let it bounce elastically between the wall and this point, and write $s=z/z_t$. Its speed is proportional to $\sqrt{1/s-1}$, and the time spent in $ds$ is proportional to the inverse speed. With $s=\sin^2\theta$ the inverse speed becomes $\tan\theta$ and $ds=2\sin\theta\cos\theta\,d\theta$, so

$$\frac{\overline z}{z_t}=\frac{\int_0^{\pi/2}2\sin^4\theta\,d\theta}{\int_0^{\pi/2}2\sin^2\theta\,d\theta}=\frac{3\pi/8}{\pi/2}=\frac34.$$

The time average is $6n^2$ bohr, equal to the quantum mean. The electron spends most of its time far out, where it is slow.

## Worked levels

For $n=1$, $\kappa=1/4$ and the polynomial is $w=z$. The normalization integral is

$$\int_0^\infty z^2e^{-z/2}dz=\frac{2!}{(1/2)^3}=16,\qquad \psi_1=\frac z4e^{-z/4}.$$

The mean height follows as $\frac1{16}\,3!/(1/2)^4=96/16=6$ bohr. The density $z^2e^{-z/2}/16$ peaks at 4 bohr, closer to the wall than the mean because of its long outer tail.

For $n=2$, $\kappa=1/8$ and (4) gives $c_1=\kappa-g=-1/8$. Thus $w=z-z^2/8$, with a node at 8 bohr. Its normalization integral is

$$\int_0^\infty\left(z^2-\frac{z^3}{4}+\frac{z^4}{64}\right)e^{-z/4}dz=128-384+384=128.$$

The first four levels are:

| $n$ | $E_n$ (eV) | $\langle z\rangle$ (bohr) | $z_t$ (bohr) |
|---|---:|---:|---:|
| 1 | −0.8504 | 6 | 8 |
| 2 | −0.2126 | 24 | 32 |
| 3 | −0.0945 | 54 | 72 |
| 4 | −0.0531 | 96 | 128 |

The gap between the first two levels is 0.638 eV. The levels crowd toward zero energy while the states spread as $n^2$.

## Solving the equation on a grid

A grid solution is useful once the potential is changed and (5) no longer applies. Let $z_i=ih$ with $i=1,\ldots,N$, so that the singular point $z=0$ is not on the grid and the wall enters as $\psi_0=0$. The three-point second difference turns (1) into a symmetric tridiagonal matrix:

$$H_{ii}=\frac1{h^2}-\frac g{z_i},\qquad H_{i,i\pm1}=-\frac1{2h^2}.$$

For an eigenvector with $\sum_iv_i^2=1$, the mean height is $\sum_iz_iv_i^2$. The second difference equals $\psi''+h^2\psi''''/12$ plus higher orders, so the leading error of an energy is proportional to $h^2$. If $A_h$ is a result at spacing $h$, the combination $(4A_{h/2}-A_h)/3$ cancels an error of that form.

With spacings of 0.10 and 0.05 bohr, a grid length of 600 bohr and this combination, the four energies agree with (5) to 0.00001 eV, and the mean heights are 6.0000, 24.0000, 54.0000 and 96.0000 bohr. The length is between four and five times the turning distance of $n=4$. Higher levels need a longer grid, in proportion to $n^2$.

## When the wall is not at the image plane

The levels depend on where the wall stands relative to the image plane. Keep the image plane at $z=0$ and move the wall to $z=d>0$. Let $\psi(z;d)$ be the normalized state and $\chi=\partial\psi/\partial d$. Differentiating (1) with respect to $d$ gives

$$-\frac12\chi''+(V-E)\chi=\frac{dE}{dd}\psi.$$

Multiply by $\psi$, integrate from $d$ to infinity, and move both derivatives onto $\psi$. The remaining integral vanishes by (1). Only the boundary term at the wall survives, where $\psi=0$:

$$\frac{dE}{dd}=-\frac12\psi'(d)\chi(d)=\frac12\psi'(d)^2>0.$$

The last step uses $\psi(d;d)=0$, whose total derivative gives $\chi(d)=-\psi'(d)$. Every level rises as the wall moves outward.

For $d=0.5$ bohr, the same grid method, with $z_i=d+ih$, gives $-0.630$, $-0.182$, $-0.085$ and $-0.049$ eV. The lowest level has risen by 0.220 eV, or 26% of its unshifted binding energy; the fourth has risen by about 8% of its own. The energies can be expressed as

$$E_n=-\frac{1}{32(n+a_n)^2}.$$

For $n=1$, $a_1=\sqrt{0.85036/0.63038}-1=0.161$. The computed values rise from 0.1615 for $n=1$ to 0.1631 for $n=4$, so here a single constant describes the series well. For small $d$ the worked levels show the same independence of $n$. Differentiating the formula gives $dE_n/dd=(da_n/dd)/[16(n+a_n)^3]$, so at $d=0$, where $a_n=0$, the slope is $da_n/dd=8n^3\psi_n'(0)^2$. The normalization integrals give $\psi_1'(0)^2=1/16$ and $\psi_2'(0)^2=1/128$, hence $da_n/dd=1/2$ bohr$^{-1}$ for both levels. A shift of 0.5 bohr lies beyond this linear range, which would give $a=0.25$; there the near-constancy is a numerical observation. For $a\ll n$, expansion gives a rise of $a/(16n^3)$ hartree, a fraction $2a/n$ of the binding energy. At $d=0.5$ bohr this gives 8% for $n=4$, but 32% instead of 26% for $n=1$, where $a/n$ is not small enough. Low levels are therefore the most sensitive to the wall position.

A real metal has no hard wall. The potential inside lies below these levels, and the electron is reflected where its energy falls in a band gap of the crystal for motion along the surface normal. There the wave function penetrates the crystal and decays; outside such a gap it continues into the bulk and is not bound. The potential also departs from the image form close to the surface. The numbers $-0.85\ \text{eV}/n^2$ and $6n^2$ bohr belong to the ideal model; a calculation for a particular surface needs its own short-range potential or boundary condition.
